Two-Step Current Through One Trap and Its Series-Rate Limit

An electron can cross an insulating film in two steps, from the left electrode into a trap and from the trap into the right electrode. If the first step has rate c and the second has rate e, the mean waiting times add, and the flow is ce/(c + e). This series-rate formula cannot hold at every bias. With no bias both rates are still positive, so the formula predicts a steady current between two electrodes in equilibrium. For the trap calculated below it gives 42 electrons per second at zero bias, where the true flow is zero, and at a bias of 0.02 V it is too large by a factor of 17. What is missing is the return traffic: a captured electron may go back to the left, and the right electrode may fill the trap.

The trap and its four rates

The trap holds zero or one electron; repulsion is assumed to exclude a second. When it is empty, electrode L fills it at rate c_L and electrode R at rate c_R. When it is filled, it empties into L at rate e_L and into R at rate e_R. Each is a probability per unit time, given the state of the trap. Write

C = c_L + c_R,  E = e_L + e_R,  Λ = C + E.

J is the mean net number of electrons per unit time passing from L to R. The conventional electric current has magnitude e|J|, with e here the elementary charge, and runs against the electron flow. The result to be derived is

J = (c_L e_R − c_R e_L)/Λ.  (1)

First derivation: the occupation balance

Let p(t) be the probability that the trap is filled. It grows by capture, which needs an empty trap, and falls by emission, which needs a filled one:

dp/dt = C(1 − p) − E p = C − Λp.  (2)

Setting the derivative to zero gives the steady occupation

p_s = C/Λ,  1 − p_s = E/Λ.  (3)

Subtracting the steady equation from (2) gives d(p − p_s)/dt = −Λ(p − p_s), so for constant rates

p(t) = p_s + [p(0) − p_s] exp(−Λt).

All four rates help to restore the steady state, the reverse ones included.

The net flow from L into the trap and the net flow from the trap into R are

J_L = c_L(1 − p) − e_L p,
J_R = e_R p − c_R(1 − p).

Their difference is J_L − J_R = C(1 − p) − E p = dp/dt: what enters and does not leave is stored. In the steady state the two flows are therefore equal, and either may be used. Inserting (3) into J_L,

J = [c_L(e_L + e_R) − e_L(c_L + c_R)]/Λ
  = [c_L e_L + c_L e_R − e_L c_L − e_L c_R]/Λ.

The products c_L e_L cancel. They describe electrons that enter from L and return to L, which carry nothing across. What remains is (1).

Second derivation: counting cycles

Now follow one trap for a long time. It alternates between empty and filled, and one empty period followed by one filled period makes a cycle. Let T_0 and T_1 be the mean lengths of the two periods. Let π_L be the probability that the electron ending an empty period came from L, and q_L the probability that the electron ending a filled period leaves to L.

In one cycle the left electrode loses on average π_L electrons and regains q_L. Over many cycles the mean flow is the mean net transfer per cycle divided by the mean cycle length:

J = (π_L − q_L)/(T_0 + T_1).  (4)

For constant rates, the chance that an empty trap is still empty after a time t is exp(−Ct). Its mean waiting time is the integral of this function from zero to infinity, so T_0 = 1/C; likewise T_1 = 1/E. Whenever a capture happens, the two electrodes supply it in proportion to their rates, so π_L = c_L/C, and by the same argument q_L = e_L/E. The numerator of (4) is

c_L/C − e_L/E = (c_L E − e_L C)/(CE) = (c_L e_R − e_L c_R)/(CE),

where c_L e_L has cancelled as before. The denominator is 1/C + 1/E = Λ/(CE). The factors CE cancel in the quotient, and (1) follows again.

What each derivation assumes

The balance equation needs rates that depend on the present state of the trap and not on how long it has been in that state. In return it gives the whole approach to the steady state, including the time 1/Λ and the inequality of the two junction flows during the transient.

The cycle count gives the steady mean flow alone, but (4) asks for less. It needs a stationary sequence of cycles with finite mean lengths, whose long-time averages equal the mean values. The waiting times need not be exponential, and the exit need not be independent of the entrance, because a mean difference does not depend on correlations between its two terms.

A simple case shows the difference. Suppose that after each capture the electron cannot leave until a fixed time τ has passed, after which the constant emission rates apply. Then T_1 = τ + 1/E, the branching probabilities are unchanged, and (4) gives

J = (c_L e_R − c_R e_L)/(Λ + CEτ).

Equation (2) with constant E does not describe this trap, since a newly filled trap and an old one empty differently. Equation (1) is recovered when τ is much shorter than 1/C + 1/E.

Both derivations treat the trap as being in one of two definite states. This requires sequential, weak tunnelling: the level broadening ħ(Γ_L + Γ_R), with Γ_L and Γ_R the tunnelling rates defined next, must be small compared with kT. Neither derivation has yet used the temperature or the bias. These enter through the rates.

Forward and reverse rates

Let each electrode α = L, R have its own chemical potential μ_α and a common temperature T, and let f_α(ε) = 1/{exp[(ε − μ_α)/kT] + 1}. The bias energy is V = μ_L − μ_R; its value in eV equals the voltage in volts.

A captured electron displaces the surrounding atoms. Describe this by one coordinate y, with lattice energy λy² for the empty trap and total energy E_t + λ(y − 1)² for the filled trap. E_t is the energy of the relaxed filled trap, and λ is the energy released by relaxation after a capture at y = 0. The lattice is treated as classical and fixed during a tunnelling event. Energy conservation then requires the electron in the electrode to have energy

ε(y) = E_t + λ(y − 1)² − λy² = E_t + λ(1 − 2y).

At fixed y, the golden rule gives a tunnelling rate Γ_α into or out of one spin state, times the probability that the electrode state is filled (for capture) or empty (for emission). Γ_α is taken as independent of ε. An empty trap accepts either spin from an unpolarized electrode, while a filled trap holds one electron to emit. To see the consequence, let p_↑ and p_↓ be the two filled probabilities and a_α the capture rate per spin. Then

dp_↑/dt = (a_L + a_R)(1 − p) − E p_↑,

and the same holds for p_↓. Adding the two equations, with p = p_↑ + p_↓, gives (2) with c_α = 2a_α and unchanged emission rates. Write this factor as g = 2.

If the lattice equilibrates between events, the coordinate has the Boltzmann distributions P_0(y) ∝ exp(−λy²/kT) before capture and P_1(y) ∝ exp[−λ(y − 1)²/kT] before emission. Hence

c_α = gΓ_α ∫ P_0 f_α(ε(y)) dy,
e_α = Γ_α ∫ P_1 [1 − f_α(ε(y))] dy.  (5)

The two Gaussians have equal width and thus equal normalization, so

P_1/P_0 = exp[−λ(1 − 2y)/kT] = exp[−(ε − E_t)/kT].

The Fermi function obeys 1 − f_α = f_α exp[(ε − μ_α)/kT]. Multiplying these relations removes ε:

P_1(1 − f_α) = P_0 f_α exp[(E_t − μ_α)/kT].

Integration over y and comparison with (5) give the detailed-balance relation

e_α/c_α = (1/g) exp[(E_t − μ_α)/kT].  (6)

Taking (6) for L and dividing by (6) for R,

c_R e_L/(c_L e_R) = exp[(μ_R − μ_L)/kT] = exp(−V/kT).

The trap energy, the spin factor and the lattice energy have dropped out of this ratio. Equation (1) becomes

J = c_L e_R [1 − exp(−V/kT)]/(c_L + c_R + e_L + e_R).  (7)

The flow vanishes at V = 0 and has the sign of V. The false equilibrium current of the series formula is gone.

Recovering the series formula

For V > 0 the forward rates are c_L and e_R. If c_R and e_L are negligible in (1),

J_s = c_L e_R/(c_L + e_R),  1/J_s = 1/c_L + 1/e_R.  (8)

In terms of cycles, each one now carries one electron across, and its length is the mean wait for capture plus the mean wait for emission.

It remains to find when this is justified. Define a = e_L/c_L and b = c_R/e_R. By (6),

a = (1/g) exp[−(μ_L − E_t)/kT],
b = g exp[−(E_t − μ_R)/kT],

and ab = exp(−V/kT). Dividing (7) by (8) gives

J/J_s = (1 − ab)/(1 + r),  r = (e_L + c_R)/(c_L + e_R).  (9)

Since e_L = a c_L and c_R = b e_R, r is an average of a and b with weights c_L and e_R, and cannot exceed the larger of them. The error relative to J_s is therefore bounded for V > 0:

0 ≤ 1 − J/J_s = (r + ab)/(1 + r) ≤ r + ab ≤ max(a, b) + ab.

The condition V ≫ kT makes ab small, but not necessarily a and b separately. It is sufficient that E_t lie several kT below μ_L and several kT above μ_R. This is not necessary: with the level above μ_L, r can still be small if e_L ≪ e_R, for example because the left coupling is much weaker.

"Large bias" thus means a bias that brings the trap level well inside the window between the chemical potentials. If the trap lies at a fraction s of the potential drop, with 0 < s < 1, and at energy E_0 above the Fermi level at zero bias, then

E_t − μ_L = E_0 − sV,  E_t − μ_R = E_0 + (1 − s)V.

Both conditions are then met at sufficiently large V. For E_0 > 0 the level enters the window at V = E_0/s.

Small bias

There is also a series law near equilibrium, but with different rates in it. At V = 0 both electrodes have the same ratio (6), so the trap is in balance with each separately. With p_0 the equilibrium occupation, define the exchange flows

A_α = c_α(1 − p_0) = e_α p_0.

Then c_α = A_α/(1 − p_0) and e_α = A_α/p_0, so

Λ = (A_L + A_R)[1/(1 − p_0) + 1/p_0] = (A_L + A_R)/[p_0(1 − p_0)],
c_L e_R = A_L A_R/[p_0(1 − p_0)].

To first order in V, the bracket in (7) is V/kT and the other factors keep their equilibrium values. Hence

J ≈ (V/kT) A_L A_R/(A_L + A_R).  (10)

A worked trap

Take a model trap at T = 300 K, where kT = 0.02585 eV, with λ = 0.5 eV, g = 2, E_0 = 0.3 eV and s = 0.4. The couplings are Γ_L = 2×10⁷ s⁻¹ and Γ_R = 2×10⁶ s⁻¹, held fixed as the bias changes. These are round model parameters. The integrals (5) were summed on a uniform grid in y, and the steady occupation was found from the resulting linear balance.

At zero bias p_0 = 1.82×10⁻⁵, A_L = 42.4 s⁻¹ and A_R = 4.24 s⁻¹. Equation (10) gives a slope of

(42.4 × 4.24/46.6)/0.02585 ≈ 149 s⁻¹ per eV,

which, multiplied by the elementary charge, is a conductance of 2.39×10⁻¹⁷ S. The series formula instead uses c_L = A_L/(1 − p_0) ≈ 42.4 s⁻¹ and e_R = A_R/p_0 ≈ 2.32×10⁵ s⁻¹. It returns 42 s⁻¹ at zero bias, nearly the full capture rate, as if every captured electron went on to the right.

At V = 0.02 eV the rates are c_L = 53.2, e_L = 2.14×10⁶, c_R = 3.00 and e_R = 2.61×10⁵ s⁻¹. The filled trap empties to the left about eight times as often as to the right. In (9), r = 8.19 and 1 − ab = 0.539, so J/J_s = 0.539/9.19 ≈ 0.059. The flow is 3.12 s⁻¹, against 53.2 s⁻¹ from the series formula. The linear law gives 149 × 0.02 = 2.98 s⁻¹, about 4 or 5 per cent below the full result; V/kT is already 0.77.

At V = 0.3 eV, V/kT = 11.6 and 1 − exp(−V/kT) = 0.99999, so flow injected from the right is negligible. Yet the level is still 0.18 eV above μ_L. The rates c_L = 1.06×10³, e_L = 5.61×10⁵ and e_R = 9.05×10⁵ s⁻¹ give r = 0.619 and J/J_s = 1/1.619 = 0.618. About 38 per cent of the captured electrons return to the left. A bias of nearly twelve kT has not made the series formula valid.

At V = 1 eV the level is 0.1 eV below μ_L and 0.9 eV above μ_R. Now c_L = 3.40×10⁵ and e_R = 1.98×10⁶ s⁻¹, so the mean waits are 2.94 μs and 0.50 μs. Their sum, 3.44 μs, gives J_s = 2.90×10⁵ s⁻¹. The series error is 0.15 per cent of J_s. The bound is 1.04 per cent, larger because it ignores the small weight of c_L in r.

At V = 2 eV the series formula holds to better than one part in a million, but capture has reached only half its ceiling. Before capture the mean lattice coordinate is y = 0, and there ε − μ_L = −0.5 + 0.5 = 0. The Gaussian is symmetric about this point and f_L − 1/2 is odd, so the average of f_L is 1/2 and c_L = gΓ_L/2 = 2×10⁷ s⁻¹. Validity of the series formula and saturation of its rates are separate matters.

At V = 4 eV both forward rates are saturated, c_L = gΓ_L = 4×10⁷ s⁻¹ and e_R = Γ_R = 2×10⁶ s⁻¹. Then

J = 4×10⁷ × 2×10⁶/(4.2×10⁷) = 1.90×10⁶ s⁻¹,

or 0.305 pA. The mean waits are 25 ns for capture and 500 ns for emission, so the trap is filled 95 per cent of the time and the exit controls the flow.

Reversing the bias to −4 eV exchanges the roles of the electrodes. R now captures with the spin factor and L receives:

J = −gΓ_R Γ_L/(gΓ_R + Γ_L) = −4×10⁶ × 2×10⁷/(2.4×10⁷) = −3.33×10⁶ s⁻¹,

or −0.534 pA. The reverse magnitude is 1.75 times the forward one. At fixed couplings this ratio of saturated flows is (gΓ_L + Γ_R)/(Γ_L + gΓ_R). It would be one for g = 1 or for Γ_L = Γ_R. Here the spin factor speeds up the slow junction when that junction does the capturing.

The model beside a real oxide film

Traps in thin oxide films carry leakage by this kind of process, and their couplings span many orders of magnitude because tunnelling falls exponentially with distance. The picoampere scale above follows from the chosen Γ and is not a typical value. A bias of 4 V is extreme for a very thin film: across 2 nm it means 2 V/nm, above the rough breakdown field of 1 V/nm for good silicon dioxide. The lattice energy may also be larger, of rough order 1 eV. With λ = 1 eV and the other parameters fixed, the half-saturation condition 0.4V − 0.3 = λ moves from 2 V to 3.25 V. The classical lattice is a further limit: it needs vibrational quanta small compared with kT, while those of an oxide reach well above kT at 300 K. If the lattice is a single quantum mode with the same λ = 0.5 eV, the flow at 0.02 V rises from 3.1 to 4.1 s⁻¹ for a quantum of 0.06 eV, and to 6.5 s⁻¹ for 0.14 eV. The rates change, but (6) and (7) keep their form.

Real devices also break the assumption of fixed couplings, because bias reshapes the barriers. For a barrier of height φ and width d, Γ varies roughly as exp(−2κd), with κ = √(2mφ)/ħ. A small drop δφ multiplies Γ by about exp(κd δφ/φ). For the free-electron mass, φ = 3 eV and d = 1 nm, κd is 8.9; a drop of 0.5 eV then gives a factor between 4 and 5. Applied to Γ_R alone, this would raise the saturated forward flow from 1.9×10⁶ to between 7×10⁶ and 8×10⁶ s⁻¹. A field of 2 V/nm does more: it lowers a 1 nm barrier by 1 eV on average, and integrating κ through the sloping barrier gives a factor of about 30. The tunnelling mass in silicon dioxide is lighter, roughly 0.4 to 0.5 of the free mass; κd is then about 6, and the two factors shrink to a little under 3 and to about 10. Such a change alters the rates inside (7) but not its form, provided that capture and emission at each junction share the same altered coupling. The same exponential makes Γ depend on the electron energy, which (5) ignores. Capture takes an electron near E_t + λ and emission returns one near E_t − λ, 1 eV lower, where the barrier is higher. A common Γ_α(ε) inside both integrals leaves (6) and (7) intact but changes the saturated flows. With a 1 nm barrier 3 eV above E_t at both junctions and the free mass, they become about 5×10⁵ and −4×10⁶ s⁻¹, a ratio near 8 instead of 1.75 (near 6 for a mass of 0.42). The spin factor alone sets the asymmetry only when Γ is independent of energy. The exclusion of a second electron has a limit too. Suppose that a second electron couples to the lattice as the first does, and that repulsion adds an energy U. It then enters the relaxed filled trap at the energy E_t − λ + U. For the worked trap this lies above the chemical potential of the filling electrode only if U exceeds 1.8 eV at a bias of 4 V, or 2.6 eV at −4 V, and about half an electronvolt more is needed to cover the thermal spread of y. With weaker repulsion the trap can hold two electrons, and the saturated flows found above do not apply.

Nearby traps that exchange electrons, or whose charge shifts this level, require a balance over their joint occupations instead.
